# Intrinsic spin Hall conductivity as a sum of spin Berry curvature

## Result and conventions

For non-interacting electrons in a perfect crystal, a uniform field \(E_y\) drives a spin current \(J^z_x=\sigma^z_{xy}E_y\) with

\[
\sigma^z_{xy}=\int\!\frac{d^dk}{(2\pi)^d}\sum_n f_n\,\Omega^z_n,\qquad
\Omega^z_n=-2\,\mathrm{Im}\sum_{m\neq n}\frac{J_{nm}(v_y)_{mn}}{(\epsilon_n-\epsilon_m)^2}. \tag{1}
\]

Here \(\epsilon_n(\mathbf k)\) and \(|n\rangle\) are the eigenvalues and eigenvectors of the Bloch Hamiltonian \(H(\mathbf k)\), \(f_n\) are occupations, and \(v_i=\partial_iH\) with \(\partial_i=\partial/\partial k_i\). The operator \(J\) is the conventional spin current,

\[
J=\tfrac12\{s_z,v_x\},\qquad s_z=\tfrac12\sigma_z. \tag{2}
\]

Atomic units are used, \(\hbar=e=m_e=1\), and the electron has charge \(-1\). The current counts the flow of angular momentum, not of charge. In two dimensions \(\sigma^z_{xy}\) then has the unit \(e\). Numbers are in eV and angstrom.

Equation (1) is the whole clean dc response if a Drude-like weight \(W\), derived below, is zero. Disorder and interactions are left out.

## One filled state in a slow field

With \(\mathbf E=-\dot{\mathbf A}\) and charge \(-1\), the field enters as \(\mathbf k\to\mathbf k+\mathbf A\), so \(\dot k_y=-E_y\). Start an electron in \(|n\rangle\) and write, to first order in the field,

\[
|\psi\rangle=e^{-i\int\epsilon_n dt}\Big(|n\rangle+\sum_{m\ne n}b_m|m\rangle\Big),
\]

with phases chosen so that \(\langle n|\partial_yn\rangle=0\) along the path. After smooth switching \(b_m\) is constant to this order. Projecting \(i\partial_t\psi=H\psi\) on \(|m\rangle\) gives

\[
\epsilon_nb_m+i\dot k_y\langle m|\partial_yn\rangle=\epsilon_mb_m .
\]

Differentiating \(H|n\rangle=\epsilon_n|n\rangle\) and projecting on \(|m\rangle\) gives

\[
\langle m|\partial_yn\rangle=\frac{(v_y)_{mn}}{\epsilon_n-\epsilon_m}. \tag{3}
\]

Hence

\[
b_m=-\frac{i\dot k_y\langle m|\partial_yn\rangle}{\epsilon_n-\epsilon_m}
=\frac{iE_y(v_y)_{mn}}{(\epsilon_n-\epsilon_m)^2}.
\]

The change in the expected spin current is \(2\,\mathrm{Re}\sum_mJ_{nm}b_m\). Since \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\), this equals \(E_y\Omega^z_n\). The field mixes into the state a little of every band that \(v_y\) couples to it, and the change in spin current comes from the interference between the original state and these admixtures. No change of occupation is needed.

One term remains: \(J_{nn}(\mathbf k+\mathbf A)\) also changes as \(\mathbf k\) moves. It is zero in the next example and is dealt with in general by the Kubo formula.

## First limit: the clean Rashba gas

Take

\[
H=\frac{k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y),\qquad
\epsilon_\pm=\frac{k^2}{2m}\pm\alpha k,\quad \alpha>0.
\]

Since \(\{\sigma_z,\sigma_y\}=0\), the spin-orbit part of \(v_x\) drops out of (2), leaving

\[
J=\frac{k_x\sigma_z}{2m},\qquad v_y=\frac{k_y}{m}+\alpha\sigma_x .
\]

The spins lie in the plane, so \(J_{nn}=0\). With \(\mathbf k=k(\cos\phi,\sin\phi)\), the lower state has \(\langle\sigma_y\rangle_-=\cos\phi\). Completeness and \(\sigma_z\sigma_x=i\sigma_y\) give

\[
\mathrm{Im}\,\langle-|\sigma_z|+\rangle\langle+|\sigma_x|-\rangle
=\mathrm{Im}\,\langle-|\sigma_z\sigma_x|-\rangle=\cos\phi .
\]

Therefore

\[
\Omega^z_-=-2\,\frac{k\cos\phi}{2m}\,\frac{\alpha\cos\phi}{(2\alpha k)^2}
=-\frac{\cos^2\phi}{4m\alpha k},\qquad \Omega^z_+=-\Omega^z_- .
\]

For a positive Fermi energy at zero temperature, both bands are filled inside \(k_{\rm in}\) and cancel. Only the annulus up to \(k_{\rm out}\) contributes. The two Fermi conditions give \(k_{\rm out}-k_{\rm in}=2m\alpha\), so

\[
\sigma^z_{xy}=-\frac{1}{4\pi^2}\int_0^{2\pi}\!d\phi\,\cos^2\phi\int_{k_{\rm in}}^{k_{\rm out}}\!\frac{dk}{4m\alpha}
=-\frac{\pi}{4\pi^2}\,\frac{2m\alpha}{4m\alpha}=-\frac1{8\pi}. \tag{4}
\]

For \(\alpha=1.0\) eV angstrom, Fermi energy 0.5 eV and the free-electron mass, the radii are 0.2541 and 0.5165 inverse angstrom. Numerical integration over this annulus gives \(-0.039789\,e\), in agreement with (4).

## General case: the Kubo formula

Assume that position is diagonal in the orbital basis and commutes with spin, and that the Bloch phases contain the true orbital positions. Then \(\partial_iH\) is the velocity. Write \(\int_k\) for \(\int d^dk/(2\pi)^d\) over the Brillouin zone.

To first order in \(A_y(t)=Ae^{-i\omega t}\), the perturbation is \(H'=v_yA_y\). The measured operator changes too, to \(J+A_y\partial_yJ\). The equation \(i\dot\rho=[H+H',\rho]\) gives

\[
(\omega+i0)\rho_{nm}=(\epsilon_n-\epsilon_m)\rho_{nm}+(f_m-f_n)H'_{nm},
\]

\[
\rho_{nm}=\frac{(f_n-f_m)H'_{nm}}{\epsilon_n-\epsilon_m-\omega-i0}.
\]

Insert this in \(\sum_{nm}\rho_{nm}J_{mn}\) and exchange the labels. With \(z_{nm}=J_{nm}(v_y)_{mn}\) and \(x_{nm}=\epsilon_n-\epsilon_m\), the response to \(A_y\) is \(\Pi(\omega)+D\), where

\[
\Pi(\omega)=\int_k\sum_{n\ne m}\frac{(f_n-f_m)z_{nm}}{x_{nm}+\omega+i0},\qquad
D=\int_k\sum_nf_n\langle n|\partial_yJ|n\rangle .
\]

The diagonal terms are absent because \(f_n-f_n=0\) at nonzero \(\omega\). Since \(E_y=-\dot A_y=i\omega A_y\),

\[
\sigma(\omega)=\frac{\Pi(\omega)+D}{i\omega}. \tag{5}
\]

### The sum rule behind the dc limit

The factor \(1/\omega\) must be controlled before \(\omega\to0\). The function \(\sum_nf_nJ_{nn}=\mathrm{Tr}[f(H)J]\) is periodic in the zone, so its derivative integrates to zero. From (3) and its conjugate,

\[
\partial_yJ_{nn}=\langle n|\partial_yJ|n\rangle+\sum_{m\ne n}\frac{J_{nm}(v_y)_{mn}+(v_y)_{nm}J_{mn}}{x_{nm}} .
\]

Multiply by \(f_n\), sum, and exchange \(n\) and \(m\) in the last term. Its denominator changes sign, so the two terms combine into \((f_n-f_m)z_{nm}/x_{nm}\). Adding the derivative of \(f_n\) gives

\[
D+\int_k\sum_{n\ne m}\frac{(f_n-f_m)z_{nm}}{x_{nm}}=W,\qquad
W=-\int_k\sum_n f'(\epsilon_n)J_{nn}(v_y)_{nn}. \tag{6}
\]

Now use

\[
\frac1{x+\omega}=\frac1x-\frac{\omega}{x(x+\omega)}
\]

in \(\Pi\). The first part joins \(D\) to form \(W\). In the second, \(-\omega/(i\omega)=i\), so

\[
\sigma(\omega)=\frac{W}{i\omega}+i\int_k\sum_{n\ne m}\frac{(f_n-f_m)z_{nm}}{x_{nm}(x_{nm}+\omega+i0)} . \tag{7}
\]

If \(W=0\), let \(\omega\to0\). Exchange labels in the \(f_m\) term and use \(z_{mn}=z_{nm}^*\):

\[
i\sum_{n\ne m}\frac{f_n(z_{nm}-z_{nm}^*)}{x_{nm}^2}
=-2\sum_nf_n\sum_{m\ne n}\frac{\mathrm{Im}\,z_{nm}}{x_{nm}^2}.
\]

This is (1). Two states with equal occupation cancel as a pair, so degeneracies among filled bands do no harm: the sum over filled–empty pairs is the well-defined quantity. Pairs with different occupation must be separated in energy, or approach each other weakly enough for the integral to converge.

### When the Drude-like weight vanishes

In a zero-temperature band insulator there is no Fermi surface, and \(W=0\). Time reversal also gives \(W=0\). It reverses both spin and velocity, so \(J\) is even, while \(v_y\) is odd. The contributions to \(W\) from time-reversed partners at \(\mathbf k\) and \(-\mathbf k\) cancel. The operator \(\partial_yJ\) is odd as well, so \(D=0\) separately.

In a metal without time reversal, neither result is guaranteed. In the honeycomb model defined below, an exchange field with components 0.04, 0.06 and 0.12 eV, at chemical potential 0.7 eV and \(kT=0.05\) eV, gives \(W=-2.94\times10^{-4}\) eV. Equation (6) holds there to \(2.7\times10^{-11}\) eV. At \(\omega=10^{-3}\) eV the term \(W/(i\omega)\) already has magnitude \(0.29\,e\). A clean metal with \(W\neq0\) has no finite dc value, and (1) is only the interband part. Magnetism alone does not force this: with the exchange field along \(z\) only, \(W\) vanishes in this model.

With the two lower bands filled, the same exchange field leaves an insulator. At \(\omega=10^{-4}\) eV, expression (5) differs from (1) by \(3.7\times10^{-8}\,e\). Dropping \(D\) raises the difference to \(0.79\,e\), because an uncancelled constant is divided by \(\omega\).

### A frequency limit

Under time reversal \(z_{nm}\) goes to \(-z_{nm}^*\) at \(-\mathbf k\), so real parts cancel in the zone integral. Away from resonances, write \(1/(x+\omega)=(x-\omega)/(x^2-\omega^2)\) in (7). The term proportional to \(\omega\) selects \(\mathrm{Re}\,z_{nm}\) and vanishes. What remains is (1) with \(x_{nm}^2\) replaced by \(x_{nm}^2-\omega^2\).

This settles what happens to (4) as \(\alpha\to0\). For \(2\alpha k\ll\omega\) throughout the annulus, the integrand becomes \(+\alpha k\cos^2\phi/(m\omega^2)\), and

\[
\sigma(\omega)\simeq\frac{\alpha}{4\pi m\omega^2}\,\frac{k_{\rm out}^3-k_{\rm in}^3}{3}
\simeq\frac{\alpha^2k_F^2}{2\pi\omega^2},
\]

where \(k_F\) is the Fermi radius at \(\alpha=0\). The response disappears with the spin-orbit coupling at fixed frequency. The constant \(-1/(8\pi)\) requires the frequency to be small compared with the spin splitting.

## Second limit: conserved spin

If \([H,s_z]=0\), the Hamiltonian splits into spin blocks and \(J=\pm\frac12v_x\). By (3), the remaining sum in each block is the ordinary Berry curvature,

\[
-2\,\mathrm{Im}\sum_{m\ne n}\frac{(v_x)_{nm}(v_y)_{mn}}{x_{nm}^2}
=-2\,\mathrm{Im}\langle\partial_xn|\partial_yn\rangle .
\]

In a two-dimensional insulator its zone integral over filled bands is \(2\pi C\), with integer Chern number \(C\). Thus

\[
\sigma^z_{xy}=\frac1{4\pi^2}\,\frac12\,2\pi(C_\uparrow-C_\downarrow)
=\frac{C_\uparrow-C_\downarrow}{4\pi}. \tag{8}
\]

Time reversal sets \(C_\downarrow=-C_\uparrow\), which gives \(C_\uparrow/(2\pi)\). The quantization rests on spin conservation as well as on the gap.

## A honeycomb insulator with spin mixing

Let \(\tau_z=\pm1\) label sublattices A and B. The three bonds from A to B are \((a/\sqrt3)\hat{\mathbf u}\), with \(\hat{\mathbf u}=(0,1)\) and \((\pm\sqrt3/2,-1/2)\). The Hamiltonian has the A–B block

\[
H_{AB}=\sum_{\hat{\mathbf u}}e^{ia\mathbf k\cdot\hat{\mathbf u}/\sqrt3}
\left[-t+i\lambda_R(\sigma_x\hat u_y-\sigma_y\hat u_x)\right]
\]

and the sublattice-diagonal part

\[
\lambda_v\tau_z-2\lambda_{SO}\tau_z\sigma_z\sum_{\mathbf b}\sin\mathbf k\cdot\mathbf b,
\]

with \(\mathbf b=a(1,0)\) and \(a(-1/2,\pm\sqrt3/2)\). The chosen values are \(a=3\) angstrom, \(t=1\) eV and \(\lambda_{SO}=\lambda_v=\lambda_R=0.1\) eV. The two lower bands are filled.

### The curvature at one point

At \(K=(4\pi/3a,0)\) the sine sum is \(-3\sqrt3/2\), and the spin-independent A–B hopping cancels. The Rashba term joins A↓ to B↑ with magnitude \(3\lambda_R=0.3\) eV. The states A↑ and B↓ stay separate at 0.6196 and 0.4196 eV; they are empty. The coupled pair has diagonal energies \(-0.4196\) and \(-0.6196\) eV, hence

\[
\epsilon=-0.5196\pm\sqrt{0.1^2+0.3^2}=-0.2034,\;-0.8358\ \text{eV}.
\]

The upper filled state has weight \(\frac12(1+0.1/0.3162)=0.658\) on A↓ and 0.342 on B↑. The lower one has these weights exchanged.

Differentiating the hopping at \(K\) gives A–B elements \(u\) for \(v_x\) and \(-iu\) for \(v_y\), with \(u=\sqrt3\,ta/2\) and \(u^2=6.75\) eV² angstrom². Between filled and empty states only these spin-conserving elements act. For A↑ and B↑, \(z_{nm}=-iu^2/2\) times the B↑ weight. For the spin-down pair, \(J\) and the imaginary part of \(v_y\) both change sign, so the product keeps its sign. Equation (1) therefore gives four positive terms:

\[
\Omega_K=6.75\left[\frac{0.342}{0.823^2}+\frac{0.658}{0.623^2}
+\frac{0.658}{1.455^2}+\frac{0.342}{1.255^2}\right]\approx18.4\ \text{angstrom}^2 .
\]

The direct evaluation gives 18.41 angstrom². The second term, across the smallest energy separation, supplies about three fifths of the total.

### The zone sum

The integral over the whole zone gives

\[
\sigma^z_{xy}=0.1651\,e=1.037\,\frac{e}{2\pi}=40.19\,\frac{\hbar}{e}\ \text{microsiemens}.
\]

An independent test starts from the filled states, switches on a small field smoothly, and integrates the time-dependent Schrödinger equation. On an \(18\times18\) mesh it gives \(1.03702\,e/2\pi\), against 1.03698 from (1) on the same mesh, a relative difference of about \(4\times10^{-5}\).

Varying the Rashba hopping shows how quantization is lost:

| \(\lambda_R\) (eV) | gap (eV) | \(\sigma^z_{xy}\) (\(e/2\pi\)) |
|---|---|---|
| 0.00 | 0.839 | 1.0000 |
| 0.05 | 0.759 | 1.0090 |
| 0.10 | 0.623 | 1.0374 |
| 0.15 | 0.478 | 1.0903 |
| 0.20 | 0.331 | 1.1797 |

The first row agrees with (8), since overlaps of the wavefunctions give \(C_\uparrow=1\) and \(C_\downarrow=-1\). The later values change continuously although the gap stays open. A spin rotation by \(\pi\) about \(z\) reverses the sign of \(\lambda_R\) and leaves \(J\) unchanged, so \(\sigma^z_{xy}\) is even in \(\lambda_R\). The first correction is therefore quadratic. Doubling \(\lambda_R\) from 0.05 to 0.10 eV multiplies the deviation by 4.2; the next doubling gives 4.8, which shows higher even powers.

Filling the bottom of the conduction bands reduces the response. At \(kT=0.05\) eV, chemical potentials of 0.1, 0.5 and 0.7 eV give 1.037, 0.927 and 0.681 in units of \(e/2\pi\). The calculation at \(K\) explains the direction of the change. Each filled–empty pair there contributes positively, and occupying the upper state removes that contribution. Doping also opens a pair between the two conduction bands. It vanishes at \(K\), where \(J\) does not connect A↑ and B↓, and over the zone it adds only about \(+0.01\) at these chemical potentials. The first conduction states to fill lie near the zone corners.

## What the conventional current leaves out

For nonzero \(\lambda_R\), spin is not conserved. At \(K\) the Frobenius norm of \([H,s_z]\), the root of the summed squared matrix elements, is 0.424 eV, which is \(\sqrt2\times3\lambda_R\). The continuity equation for spin then has a torque source, and \(J^z_x\) alone does not fix how much spin collects at an edge. A different current follows from the spin dipole \(s_zx\):

\[
\frac{d}{dt}(s_zx)=\tfrac12\{s_z,v_x\}+\tfrac12\{\dot s_z,x\}.
\]

The second term is absent from (2). The values above belong to the conventional definition.

## Where the clean sum fails: Rashba again

For the Rashba gas, \([\sigma_x,\sigma_y]=2i\sigma_z\) gives

\[
\dot\sigma_y=i[H,\sigma_y]=-2\alpha k_y\sigma_z=-4m\alpha J^z_y,\qquad
J^z_y=\frac{k_y\sigma_z}{2m}. \tag{9}
\]

Apply the field along \(x\). Rotation symmetry turns (4) into \(J^z_y=+E_x/(8\pi)\), so (9) predicts a spin density \(S=\langle\sigma_y\rangle\) per area that grows at the rate \(-m\alpha E_x/(2\pi)\).

The moving Fermi sea gives the same rate. Its states shift by \(A_x=-E_xt\), and \(\partial_x\cos\phi=\sin^2\phi/k\). Inside \(k_{\rm in}\) the two bands cancel, so

\[
\frac{dS}{dt}=-\frac{E_x}{4\pi^2}\int_{k_{\rm in}}^{k_{\rm out}}\!k\,dk\int_0^{2\pi}\!d\phi\,\frac{\sin^2\phi}{k}
=-\frac{m\alpha E_x}{2\pi}.
\]

To first order in the field, the clean spin current is thus tied to a spin polarization that keeps growing in time. Spin-independent impurities commute with \(\sigma_y\), as does the potential of the electric field, so (9) still holds with them. If scattering brings the gas to a steady state, \(\dot S=0\), and the average \(J^z_y\) must vanish however weak the disorder is. In the Kubo formula the cancellation comes from disorder corrections to the current vertex, which (1) omits.

This argument depends on the special proportionality in (9), and does not imply that every intrinsic spin Hall current vanishes. It does show that, in a metal, (1) must be joined to a treatment of scattering before it is compared with a measured dc current. The numerical output below gives the remaining digits and mesh checks.

## Computed results

```
lattice constant = 3.0 angstrom; cell area = 7.7942 angstrom^2
hopping = 1.0 eV; intrinsic spin-orbit hopping = 0.1 eV
staggered potential = 0.1 eV; Rashba hopping = 0.1 eV
main mesh = 96 x 96 k points
energies at K (eV): -0.8358, -0.2034, 0.4196, 0.6196
filled-band spin Berry curvature at K = 18.4135 angstrom^2
norm of [H, s_z] at K = 0.4243 eV (nonzero: spin not conserved)
Chern numbers without Rashba: up = 1.000, down = -1.000
Rashba hopping (eV), indirect gap on mesh and K (eV), sigma (e/2pi):
  0.00  0.8392  1.000000
  0.05  0.7590  1.008977
  0.10  0.6230  1.037360
  0.15  0.4783  1.090272
  0.20  0.3310  1.179727
mesh change, 96 to 144, at Rashba 0.20 eV = 1.9e-10 e/2pi
driven evolution, 18 x 18 mesh, field 1e-05 eV/angstrom (per charge e):
  sigma from evolution = 1.03702 e/2pi
  sigma from curvature = 1.03698 e/2pi
metal tests: mu = 0.70 eV, kT = 0.05 eV
exchange field (x, y, z) = 0.04, 0.06, 0.12 eV
  magnetic metal: W = -2.9375e-04 eV; sum-rule error = 2.7e-11 eV
  time-reversal-symmetric metal: |W| = 1.8e-18 eV
magnetic insulator at frequency 1e-04 eV, distance from dc formula:
  with diamagnetic term = 3.71e-08 e; without it = 7.93e-01 e
chemical potential (eV), sigma (e/2pi) at kT = 0.05 eV, 144 x 144 mesh:
  0.1  1.0371  (change from 96 mesh 6.0e-12)
  0.5  0.9274  (change from 96 mesh 1.8e-08)
  0.7  0.6814  (change from 96 mesh 1.0e-06)
Rashba gas: alpha = 1.0 eV angstrom, Fermi energy = 0.5 eV
  hbar^2/m_e = 7.6200 eV angstrom^2
  Fermi radii = 0.2541 and 0.5165 1/angstrom
  clean sigma = -0.039789 e = -1.000000 e/8pi
main result: sigma^z_xy = 0.165101 e = 1.037360 e/2pi
main result converted = 40.188 (hbar/e) microsiemens
```
